\section*{Hopping resistance from the first spanning cluster: union-find and its error}

\section{Result}

A Miller--Abrahams network joins localised sites by resistors
\begin{equation}
R_{ij}=R_0e^{u_{ij}},\qquad u_{ij}=\frac{2r_{ij}}{a}+\frac{\varepsilon_{ij}}{kT},\qquad R_0=\frac{kT}{e^2\gamma_0},
\label{bond}
\end{equation}
where $r_{ij}$ is the distance between sites, $a$ the decay length of the localised states and $\gamma_0$ a hopping rate. With site energies $E_i$ measured from the chemical potential,
\begin{equation}
\varepsilon_{ij}=\tfrac12\left(|E_i|+|E_j|+|E_i-E_j|\right).
\label{eps}
\end{equation}
Add the bonds in order of increasing $u$, and let $u_c$ be the exponent of the bond that first joins source to drain. The estimate of the network resistance $R$ is $R_c=R_0e^{u_c}$. Its error is bounded by
\begin{equation}
\frac{R_c}{M}\le\Big(\sum_{\rm cut}G_b\Big)^{-1}\le R\le\sum_{\rm path}R_b\le \ell R_c .
\label{bounds}
\end{equation}
Here $G_b=1/R_b$. The path has $\ell$ bonds and the cut has $M$, and the same run of the algorithm supplies both. For a fixed finite network, $\ln(R/R_0)/u_c\to1$ as $T\to0$. The method thus finds the leading exponent; the prefactor remains uncertain.

\section{From hopping rates to resistors}

Assume one-phonon hops, at most one electron per site, fixed site energies and a constant $\gamma_0$. Let $E_j>E_i$. With occupation $f$ and phonon number $n=1/(e^{(E_j-E_i)/kT}-1)$, the upward and downward rates are
\begin{align}
\Gamma_{ij}&=\gamma_0e^{-2r_{ij}/a}f_i(1-f_j)\,n,\\
\Gamma_{ji}&=\gamma_0e^{-2r_{ij}/a}f_j(1-f_i)(n+1).
\end{align}
A small applied voltage gives the sites separate electrochemical potentials $\mu_i,\mu_j$. Since $f_i/(1-f_i)=e^{-(E_i-\mu_i)/kT}$ and $n/(n+1)=e^{-(E_j-E_i)/kT}$,
\begin{equation}
\frac{\Gamma_{ij}}{\Gamma_{ji}}
=e^{[-(E_i-\mu_i)+(E_j-\mu_j)-(E_j-E_i)]/kT}
=e^{(\mu_i-\mu_j)/kT}.
\end{equation}
The site energies cancel. To first order the net electron rate is therefore $\Gamma(\mu_i-\mu_j)/kT$, where $\Gamma$ is the common equilibrium rate. Electrons carry charge $-e$, and the voltage is $V_i=-\mu_i/e$, so the conventional current from $i$ to $j$ is
\begin{equation}
I_{ij}=-e\,\Gamma\frac{\mu_i-\mu_j}{kT}=\frac{e^2\Gamma}{kT}(V_i-V_j).
\end{equation}
Each pair is a resistor with $G_{ij}=e^2\Gamma/kT$.

Put $x_i=E_i/kT$ and set the equilibrium chemical potential to zero. Taking half of each exponential out of its bracket gives
\begin{align}
f_i(1-f_j)n&=\frac{1}{(e^{x_i}+1)(1+e^{-x_j})(e^{x_j-x_i}-1)}\nonumber\\
&=\frac{1}{8\cosh\frac{x_i}{2}\cosh\frac{x_j}{2}\sinh\frac{|x_j-x_i|}{2}},
\label{thermal}
\end{align}
because the extracted exponents sum to $x_i/2-x_j/2+(x_j-x_i)/2=0$. Next use $2\cosh(x/2)=e^{|x|/2}(1+e^{-|x|})$ and $2\sinh(|x|/2)=e^{|x|/2}(1-e^{-|x|})$. The inverse of \eqref{thermal} is
\begin{equation}
e^{\varepsilon_{ij}/kT}(1+e^{-|x_i|})(1+e^{-|x_j|})(1-e^{-|x_i-x_j|}).
\label{correction}
\end{equation}
When the energies and their difference are large compared with $kT$, the brackets tend to one and \eqref{bond} follows. Replacing the brackets by one underestimates a bond resistance by less than a factor of four, since the first two brackets are at most two and the last is below one; a numerical scan over both energies finds no factor above two. It can overestimate it without limit as $E_i\to E_j$, where a constant $\gamma_0$ is itself doubtful.

The energy \eqref{eps} has a simple reading. If $E_i,E_j$ have equal signs, $|E_i-E_j|$ is the larger magnitude minus the smaller, and $\varepsilon_{ij}$ is the larger magnitude. If the signs differ, $|E_i-E_j|=|E_i|+|E_j|$, and $\varepsilon_{ij}=|E_i-E_j|$.

Source and drain enter as two more nodes at energy zero. Their distances to a site at position $x$ in a sample of length $L$ are $x$ and $L-x$. Giving electrode bonds the same $R_0$ is a modelling choice. In the ten 400 nm squares used below, making it ten times smaller or larger for these bonds changes $R$ at 4.2 K by between $-29\%$ and $+46\%$. The direct source--drain bond is omitted and the side edges are free.

\section{The algorithm and why it is correct}

Each cluster is stored as a tree whose root names it.
\begin{enumerate}
\item List all bonds with $u<u_{\rm cut}$ and sort them by $u$.
\item For the next bond, find the roots of its two ends.
\item If the roots agree, skip the bond: its ends are already connected.
\item If the roots are those of source and drain, stop: this bond gives $u_c$.
\item Otherwise accept the bond and attach the smaller tree to the larger. Return to item 2.
\end{enumerate}

The list can be made by a neighbour search. Since $\varepsilon_{ij}\ge0$, a bond with $u_{ij}<u_{\rm cut}$ has $r_{ij}<au_{\rm cut}/2$, so a search to that radius misses none. If the list ends before spanning, $u_{\rm cut}$ must be raised.

A root search is short. A node moves one level further from its root when its tree joins one at least as large, which at least doubles the size of its cluster. With $N$ sites and two electrodes, this can happen at most $\log_2(N+2)$ times. Sorting $B$ bonds takes of order $B\log B$ operations.

Let $S$ be the source cluster just before the last bond is added, and take the exponents to be distinct. No bond leaving $S$ has yet been processed, for otherwise its far end would belong to $S$. Every bond in this cut therefore has $u\ge u_c$, and the critical bond is one of them. Any source--drain path must leave $S$, so its largest exponent is at least $u_c$. The accepted bonds together with the critical one contain a path whose largest exponent equals $u_c$. Hence
\begin{equation}
u_c=\min_{\rm paths}\ \max_{b\in{\rm path}}u_b
=\max_{\rm cuts}\ \min_{b\in{\rm cut}}u_b .
\label{minimax}
\end{equation}
The second equality holds because every cut is crossed by the path just found, so its smallest exponent cannot exceed $u_c$, while the cut around $S$ reaches that value. Enumerating all paths and all cuts in 20 random seven-node networks gave the same critical exponent as union-find in every case.

\section{Error bounds}

Equation \eqref{minimax} is exact for the bottleneck, but current uses many paths. To bound $R$, set $V=1$ at the source, $V=0$ at the drain, and define
\begin{equation}
P[V]=\tfrac12\sum_{i,j}G_{ij}(V_i-V_j)^2 .
\end{equation}
Differentiation with respect to an internal voltage gives $2\sum_jG_{ij}(V_i-V_j)=0$, which is Kirchhoff's current law. As $P$ is a non-negative quadratic form, this stationary point is its minimum. There
\begin{equation}
P_{\min}=\sum_iV_i\sum_jG_{ij}(V_i-V_j)=I_{\rm source}=\frac1R ,
\end{equation}
because internal nodes have zero net current, the drain has zero voltage and the source has unit voltage.

For the lower bound on $R$, choose the trial voltage $V=1$ in $S$ and $V=0$ elsewhere. Only cut bonds contribute, so $1/R\le\sum_{\rm cut}G_b\le M/R_c$. For the upper bound, delete every bond outside the path. Removing non-negative terms from $P$ cannot raise its minimum, so it cannot lower $R$. What remains is a series circuit, and $R\le\sum_{\rm path}R_b\le\ell R_c$. This proves \eqref{bounds}, and
\begin{equation}
|\ln(R/R_c)|\le\ln\max(\ell,M).
\end{equation}

A path visits each node at most once, so $\ell\le N+1$. A cut dividing $N+2$ nodes has at most $(N+2)^2/4$ bonds. The logarithmic error is thus bounded independently of temperature. Every path starts with an electrode bond having $\varepsilon=|E_i|$, so if no site lies at zero energy, $u_c\to\infty$ on cooling. Dividing by $u_c$ proves the limit in the opening section.

This does not prove $R/R_c\to1$. For $N=512$ the general bound on the logarithm is $2\ln257=11.1$, which is little help when $u_c$ is near 14. The actual path and cut sums are more informative.

The estimate also lacks a geometrical factor. Connect $K$ identical, mutually isolated networks in parallel: $R$ falls to $R/K$, while $u_c$ is unchanged. Connect them in series through perfect conductors: $R$ rises to $KR$, again with the same $u_c$. A very wide or long channel therefore needs more than its critical bond.

\section{A reference solution for widely spread conductances}

The full network can be solved by removing one internal node at a time. With no external current at node $k$,
\begin{equation}
V_k=\frac{\sum_jG_{kj}V_j}{D_k},\qquad D_k=\sum_lG_{kl}.
\end{equation}
The current from $i$ into $k$ is then
\begin{equation}
G_{ik}(V_i-V_k)=\sum_j\frac{G_{ik}G_{kj}}{D_k}(V_i-V_j).
\end{equation}
Removing $k$ therefore replaces $G_{ij}$ by $G_{ij}+G_{ik}G_{kj}/D_k$. When source and drain alone remain, their conductance is $1/R$. The method adds, multiplies and divides positive numbers and never subtracts nearly equal ones. This matters because the bond conductances span many powers of ten. The cost grows as $N^3$, which limits this reference to modest samples. On the 20 seven-node networks, with moderate conductances, it agreed with a direct solution of Kirchhoff's equations to a relative difference below $10^{-10}$.

\section{One silicon channel at 4.2 K}

Take a square of side 400 nm with $a=8$ nm. The density of localised states is $g=2\times10^{13}\ {\rm eV^{-1}cm^{-2}}$, uniform for energies within 8 meV of the chemical potential. The site density is $2\times10^{13}\times0.016=3.2\times10^{11}\ {\rm cm^{-2}}$, which gives 512 sites at a mean spacing of 17.7 nm. At 4.2 K, $kT=0.362$ meV. With $\gamma_0=10^{12}\ {\rm s^{-1}}$, $R_0=2.26$ k$\Omega$.

Source and drain join after 420 of the 131,840 possible bonds have been examined. The critical bond is 22.75 nm long and its site energies are 2.934 and 1.731 meV. These have the same sign, so $\varepsilon=2.934$ meV and
\begin{equation}
u_c=\frac{2(22.75)}{8}+\frac{2.934}{0.3619}=5.687+8.107=13.794 .
\end{equation}
Thus $R_c=2.26\ {\rm k\Omega}\times e^{13.794}=2.21$ G$\Omega$. The full network has $R=1.47$ G$\Omega$, so the estimate is 50\% above it. The logarithmic error is $\ln(2.21/1.47)=0.41$, or 3\% of $\ln(R/R_0)=13.4$.

The path has 23 bonds and gives $R\le5.51$ G$\Omega$. The cut separates 76 nodes from 438, hence has $76\times438-1=33{,}287$ bonds after omission of the direct one. It gives $R\ge0.154$ G$\Omega$. Replacing these sums by bond counts would widen the interval to between 66 k$\Omega$ and 51 G$\Omega$. Summing the actual values helps because most cut bonds have exponents far above $u_c$ and most path bonds have exponents well below it.

The bonds near $u_c$ can be separated from the rest by two changes to this same network. Deleting all bonds above $u_c+d$ raises the resistance. Making all bonds below $u_c-d$ more conducting by a factor $10^8$, which nearly shorts them, lowers it.

\begin{center}
\begin{tabular}{ccc}
$d$ & deleted, $R'/R$ & shorted, $R'/R$\\
0 & 3.15 & 0.56\\
1 & 1.45 & 0.59\\
2 & 1.42 & 0.84\\
4 & 1.07 & 0.98
\end{tabular}
\end{center}

Bonds more than four units from $u_c$ thus change $R$ by 7\% or less in each test. The critical bond alone does not fix the prefactor. With bonds up to $u_c$ present, the resistance is $3.149\times1.474=4.64$ G$\Omega$, or $2.1R_c$, because other bonds lie in series. The bonds above $u_c$ then open parallel routes and reduce it by a factor of 3.15, to $0.67R_c$. The modest final error is partly a cancellation of these two effects.

\section{Error on cooling}

Ten such squares, with sites held fixed as temperature changes, give the following logarithmic errors.

\begin{center}
\begin{tabular}{ccccc}
$T$ (K) & mean $\ln(R/R_c)$ & rms & mean $u_c$ & rms$/u_c$\\
4.2 & $-0.65$ & 0.72 & 14.5 & 5.0\%\\
2.0 & $-0.34$ & 0.58 & 17.9 & 3.2\%\\
1.0 & $-0.18$ & 0.55 & 22.0 & 2.5\%\\
0.5 & $-0.09$ & 0.34 & 27.8 & 1.2\%
\end{tabular}
\end{center}

The relative error in the exponent falls, consistent with the limit. The absolute logarithmic error also falls here, which the bounds do not require. On average $R_c$ is too high in these squares: at 4.2 K the geometric mean of $R/R_c$ is $e^{-0.65}=0.52$.

\section{Temperature law and sensitivity to the inputs}

For a large two-dimensional sample with constant $g$, ask which bonds satisfy $u_{ij}\le u$. Write $r=(au/2)s$ and $E=kTu\,\eta$. The condition becomes
\begin{equation}
s_{ij}+\tfrac12\left(|\eta_i|+|\eta_j|+|\eta_i-\eta_j|\right)\le1 ,
\end{equation}
with no remaining material parameter. The number of sites in a volume element is
\begin{equation}
g\,dE\,d^2r=g\,(kTu)\left(\frac{au}{2}\right)^2d\eta\,d^2s
=\frac{g\,kT\,a^2u^3}{4}\,d\eta\,d^2s .
\end{equation}
Spanning must therefore begin at a fixed value of this scaled density. Calling four times that value $\beta$,
\begin{equation}
u_c=\left(\frac{\beta}{g\,kT\,a^2}\right)^{1/3}.
\label{mott}
\end{equation}
This is Mott's two-dimensional variable-range law. A site can take part only if $|E|\le kTu_c$, so the band edges have no effect while $kTu_c$ lies inside the band.

Twelve squares of side 1000 nm, each with 3200 sites, have mean $u_c=14.57$ at 4.2 K. Then
\begin{equation}
\beta=14.57^3\times(2\times10^{-4})(0.3619)(8^2)=14.3,
\end{equation}
with $g$ in ${\rm meV^{-1}nm^{-2}}$. The values at 3.0, 2.0 and 1.5 K lie between 13.3 and 14.5. The spread among the twelve squares gives $\beta$ a standard error of about 0.4 at 4.2 K, and five squares of side 2000 nm give 13.9 at that temperature, also with a standard error of about 0.4. A fit over the four temperatures gives $d\ln u_c/d\ln T=-0.317\pm0.015$ (standard error), consistent with $-1/3$. Reducing $a$ to 6 nm at 4.2 K, with the sites fixed, multiplies $u_c$ by 1.204; equation \eqref{mott} predicts $(8/6)^{2/3}=1.211$.

At 4.2 K, $kTu_c=5.27$ meV, inside the 8 meV half-band. By \eqref{mott} this energy grows as $T^{2/3}$ and reaches the band edge near $4.2(8/5.27)^{3/2}=7.9$ K. Above that temperature the finite band can affect $u_c$, and the scaling behind \eqref{mott} is no longer exact. The change sets in slowly, because sites with $|E|$ near $kTu_c$ can join only through very short bonds. The union-find procedure still finds the bottleneck, but \eqref{correction} shows that the exponential bond law itself loses accuracy once $kT$ is comparable with the site energies.

Differentiating \eqref{mott} at fixed temperature and $\gamma_0$ gives
\begin{equation}
\delta\ln R_c=-u_c\left(\frac23\frac{\delta a}{a}+\frac13\frac{\delta g}{g}\right).
\end{equation}
This holds for small errors. For a finite error at $u_c=14.57$, equation \eqref{mott} itself shows that a decay length 10\% too large lowers $\ln R_c$ by about 0.90, a factor of 2.5. An equal relative error in $g$ lowers it by about 0.46, a factor of 1.6. An error in $a$ of this size thus exceeds the rms percolation error of 0.72 found at 4.2 K.

Sample variation also matters. The standard deviation of $u_c$ among the larger squares is 0.52 at 4.2 K and 0.86 at 1.5 K, corresponding to factors of 1.7 and 2.4 in the estimate $R_c$. The network resistance itself varies less: solving the same squares with all bonds up to $u_c+5$ gives standard deviations of $\ln R$ of 0.26 and 0.65, or factors of 1.3 and 1.9. The typical percolation estimate, $R_0$ times the exponential of the mean $u_c$, rises from 4.8 to 584 G$\Omega$ between these temperatures.

\section{What a real channel changes}

The parameters are illustrative values chosen with band-tail states in a silicon MOSFET channel in mind, not a fit to a device. A single decay length of 8 nm is itself an idealisation. If extended states start 8 meV above the chemical potential, the effective-mass estimate $a=\hbar/\sqrt{2m\Delta}$, with $\Delta$ the depth below that edge and $m=0.19$ electron masses, gives 5.0 nm at the chemical potential and 3.9 to 8.6 nm over the energies within $kTu_c$ of it. This mass is the in-plane value for the lowest valleys at a (100) surface. Using such energy-dependent lengths in the ten 400 nm squares at 4.2 K, with tunnelling exponent $r_{ij}(1/a_i+1/a_j)$, raises $\ln R$ by 4.8 on average, a factor of about 120. Taking instead the longer or the shorter of the two lengths for each bond gives 4.0 or 5.4. The rate $\gamma_0$ may be wrong by an order of magnitude. An error common to all bonds changes $R$ by the same factor and leaves $u_c$ alone. A real phonon rate also depends on the energy difference. Making it proportional to $|E_i-E_j|$, equal to $\gamma_0$ at 3 meV, and keeping the full thermal factors raises $\ln R$ in the ten squares by 1.3 on average at 4.2 K and by 2.0 at 2.0 K, so no single constant absorbs it at all temperatures. One assumption that depends on device design is that site energies are fixed despite Coulomb repulsion. For charges at the silicon--oxide interface with a metal gate behind 2 nm of oxide, the interaction at 28 nm, the mean length of bonds within one unit of $u_c$, is 0.31 meV. This is $0.85kT$ and could change one bond resistance by a factor of about 2.3. At the mean site spacing of 17.7 nm the interaction is 1.0 meV, or $2.8kT$, which could change one bond by a factor of about 17. Without the gate the interaction at 28 nm is 6.5 meV, more than twice the critical hop energy, and the constant density of states is then unsafe. Randomly placed sites also have closer neighbours. Among the sites with $|E|\le kTu_c$ in this square, the mean nearest-neighbour distance is 11.4 nm, where the gated interaction is 2.8 meV, close to the critical hop energy. Channel electrons also lie a few nanometres inside the silicon, where the gate screens them less: at a depth of 3 nm the interactions at 28, 17.7 and 11.4 nm rise to 0.65, 2.0 and 5.0 meV. Fixed site energies and a constant density of states are therefore idealisations even with the thin oxide. The numbers illustrate the method and do not predict the resistance of a device.

Other omissions can be sized for the 400 nm example. The full thermal factors \eqref{thermal} raise $R$ by 7\% in this square, but this is not typical: across the ten squares used above the change runs from $-34\%$ to $+7\%$, with a geometric mean ratio of 0.91. An extra factor $(r/a)^2$ in the tunnelling rate of every bond would lower $\ln R$ by 3.1, a factor of 22. Across the ten squares used above the mean shift is 3.2 with a standard deviation of 0.10, so at this temperature and sample size most of it could be absorbed into $\gamma_0$. Activation to extended states, assumed to start at 8 meV with prefactor $h/e^2$, gives a parallel resistance of about $10^5$ G$\Omega$, which is negligible here. Spin degeneracy shifts the effective energy zero by $kT\ln2=0.25$ meV, which changes $R$ in this network by about $+31\%$ for an upward shift of the site energies and $-21\%$ for a downward one. Across the ten squares either shift can raise or lower $R$, with changes between $-29\%$ and $+31\%$.

Linear response is safe if the total bias is well below $kT/e=0.36$ mV, since no bond can then drop more. At 0.1 mV the model current is $10^{-4}\ {\rm V}/1.47\ {\rm G\Omega}=68$ fA. Solving the nonlinear rate equations for this square, with full thermal factors and fixed site energies, changes the current at this bias by about 2\% from its linear value when the bias is split equally between electrodes held at energy zero; other ways of applying the bias (one electrode moved, or site energies tilted by the field) give changes between about 1\% and 5\%, with a sign that follows the polarity. A measurement at a larger bias may leave the ohmic regime and need not follow this estimate.

\section*{Computed results}
\begin{verbatim}
decay length 8.0 nm, half band 8.0 meV
density of states 2.00e+13 /(eV cm2)
site density 3.20e+11 /cm2, mean spacing 17.7 nm
T 4.2 K, kT 0.3619 meV, gamma0 1.0e+12 /s, R0 2259.0 ohm
-- one 400 nm square --
sites 512, possible bonds 131840
bonds examined up to spanning 420
critical exponent u_c 13.794
critical bond nodes 38, 159 (0 source, 1 drain)
its length 22.75 nm, energies 2.934, 1.731 meV
its eps 2.934 meV, 2r/a 5.687, eps/kT 8.107
R_c 2.2116 Gohm
network resistance 1.4743 Gohm, R_net/R_c 0.6666
cut bound 0.1537 Gohm, path bound 5.5129 Gohm
path bonds 23, cut bonds 33287
-- R/R_net: bonds above u_c+d deleted; below u_c-d shorted --
d 0: deleted 3.1493, shorted 0.5630
d 1: deleted 1.4539, shorted 0.5939
d 2: deleted 1.4183, shorted 0.8414
d 4: deleted 1.0663, shorted 0.9845
-- ten 400 nm squares: ln(R_net/R_c) --
T 4.2 K: mean -0.647, rms 0.716, mean u_c 14.46, rms/u_c 0.0495
T 2.0 K: mean -0.337, rms 0.580, mean u_c 17.89, rms/u_c 0.0324
T 1.0 K: mean -0.181, rms 0.550, mean u_c 21.98, rms/u_c 0.0250
T 0.5 K: mean -0.085, rms 0.344, mean u_c 27.78, rms/u_c 0.0124
-- twelve 1000 nm squares, 3200 sites each --
T 4.2 K: u_c 14.57, spread 0.52, beta 14.34, R 4.82 Gohm
T 3.0 K: u_c 16.37, spread 0.56, beta 14.52, R 20.8 Gohm
T 2.0 K: u_c 18.19, spread 0.58, beta 13.27, R 85.1 Gohm
T 1.5 K: u_c 20.40, spread 0.86, beta 14.05, R 584 Gohm
d ln u_c/d ln T -0.317 +- 0.015
u_c ratio for a = 6 nm to 8 nm 1.204, scaling 1.211
largest hop energy kT*u_c at 4.2 K 5.27 meV
-- neglected effects at 4.2 K --
full thermal factors: R changes by factor 1.068
mean length of bonds within 1 of u_c 28.2 nm
prefactor (r/a)^2 there: ln R shifts by 2.52
oxide 2.0 nm, permittivities 11.7, 3.9
interaction at mean spacing: gated 1.015, no gate 10.44 meV
interaction at that hop length: gated 0.308, no gate 6.54 meV
band-edge activation: resistance 1.03e+05 Gohm, R_net/that 1.44e-05
spin shift kT ln2 0.251 meV
ohmic if bias well below kT/e 0.362 mV
current at 0.1 mV 67.8 fA
\end{verbatim}
